Subthreshold Swing of a Fully Depleted Two-Dimensional Transistor with Interface Traps, part 1

(Sections cited here and not found follow in the second part.)

## First half: how the gate controls the electron density

### 1. Definitions and conventions

The transistor is an n-channel device. Its channel is an atomically thin semiconductor sheet of length L and width W, separated from one gate by a dielectric of thickness t and permittivity ε. The coordinate x runs from the source, x = 0, to the drain, x = L. The gate capacitance per area is

C_ox = ε/t.

The elementary charge q is positive, so an electron carries −q. The thermal voltage is

φ = k_B T/q.

Electron energies are measured from the Fermi level of the source. Two voltages describe the state of the sheet at x. The potential ψ gives the energy of midgap, and the quasi-Fermi voltage V gives the electron quasi-Fermi level:

E_mid(x) = −qψ(x),

E_Fn(x) = −qV(x).

With drain voltage V_D, V is 0 at the source and V_D at the drain. The height of the quasi-Fermi level above midgap, expressed as a voltage, is

u = ψ − V, because E_Fn − E_mid = −qV + qψ = qu.

The gap energy is E_g, and half of it expressed as a voltage is B = E_g/(2q). The conduction band edge E_c lies qB above midgap, hence

E_c − E_Fn = q(B − u).

The gate voltage V_G is measured from the value that places midgap at the source Fermi level when the sheet holds no fixed charge. This choice absorbs the work-function difference between gate and sheet.

The subthreshold swing is the gate voltage needed to change the drain current I tenfold:

S = dV_G/d(log₁₀ I) = ln(10) dV_G/d(ln I).

The second form follows from log₁₀ I = ln I/ln(10). The derivative is taken at fixed V_D.

The interface traps have density D_it per area and per energy, constant across the gap. Their capacitance per area is defined as

C_it = q² D_it, with D_it per joule.

If the density is quoted per electronvolt, its value per joule is obtained by dividing by the number of joules in one electronvolt, which is numerically q. One factor of q then cancels, and C_it is q times the quoted number.

The result to be derived is

S = ln(10) φ (1 + C_it/C_ox).

### 2. Charge balance in the sheet

The channel is taken to be long, so that the electric field in the dielectric is nearly perpendicular to the sheet. This is the gradual-channel approximation. "Well-controlled" means that the source, the drain and any conductor behind the sheet have negligible capacitance to the channel. All field lines from the sheet then end on the gate.

The voltage across the dielectric is V_G − ψ, and the field pointing from gate to sheet is (V_G − ψ)/t. There is no field on the far side of the sheet. Gauss's law therefore gives the sheet a charge per area

σ = −ε (V_G − ψ)/t = −C_ox (V_G − ψ).

The sheet contains n mobile electrons, n_t trapped electrons and N_fix positive fixed charges per area, where n_t is counted from a reference filling chosen below. Thus

σ = −q n − q n_t + q N_fix.

Equating the two expressions and reversing the signs gives

C_ox (V_G − ψ) + q N_fix = q (n + n_t).   (1)

Holes have been left out. For comparable electron and hole masses, the equilibrium ratio of holes to electrons is of order exp(−2u/φ), because raising the Fermi level by qu above midgap multiplies the electron density by exp(u/φ) and the hole density by exp(−u/φ). The omission is justified when u is several times φ.

Equation (1) also shows why no depletion capacitance appears. In a thick doped semiconductor, a change of surface potential moves the edge of the depleted region and uncovers more ionized dopants. The depletion charge then varies with potential, and its derivative is a capacitance. In a fully depleted sheet the depleted region has nowhere to grow. The dopants are also assumed to stay ionized, which requires donor levels to lie many k_B T above the quasi-Fermi level and acceptor levels many k_B T below it. N_fix then does not depend on ψ, so its derivative is zero. If it is uniform along the channel, it shifts the whole curve of current against gate voltage without changing the slope at a given current. A dopant level near the quasi-Fermi level would instead change its charge with ψ and add a capacitance, as a trap does.

The sheet is assigned one potential across its thickness, so mobile electrons and traps at either surface see the same ψ. This neglects the voltage drop inside the sheet, and it requires the sheet's own capacitance per area, its permittivity divided by its thickness, to be much larger than C_ox and C_it. Trapped and fixed charges are also treated as smooth in the plane, although real charges are discrete and make the potential vary from place to place.

### 3. Mobile electrons

For a parabolic band with mass m*, spin degeneracy g_s = 2 and valley degeneracy g_v, the number of states per area between k and k + dk is

g_s g_v (2πk dk)/(2π)² = g_s g_v k dk/(2π).

From E − E_c = ħ²k²/(2m*) it follows that k dk = m* dE/ħ². The density of states is therefore independent of energy:

D_2 = g_s g_v m*/(2πħ²).

Fill these states with the Fermi function and let y = (E − E_c)/(k_B T) and η = (E_Fn − E_c)/(k_B T) = (u − B)/φ:

n = D_2 k_B T ∫₀^∞ dy/[1 + exp(y − η)].

An antiderivative of the integrand is −ln[1 + exp(η − y)]. It vanishes at the upper limit, and the lower limit contributes ln(1 + exp η). With N_2 = D_2 k_B T,

n = N_2 ln{1 + exp[(u − B)/φ]}.

When the quasi-Fermi level lies several k_B T below the band edge, the exponential is small and ln(1 + z) ≈ z gives

n ≈ N_2 exp[(u − B)/φ].   (2)

A rise of u by φ ln(10) multiplies the density by ten. The remaining question is how much gate voltage is needed to produce that rise.

### 4. Why the traps follow the electron quasi-Fermi level

Let the traps near the quasi-Fermi level exchange electrons with the conduction band and with nothing else at a comparable rate. Traps far below that level are taken to stay filled, and traps far above it to stay empty, as the Fermi function found below also gives. A trap at energy E is filled with probability f. Its capture rate is c n (1 − f), and its emission rate is e f, where c and e are coefficients. In equilibrium the two rates balance and f is the Fermi function, for which f/(1 − f) = exp[(E_F − E)/(k_B T)]. Combined with equation (2), this fixes the emission coefficient:

e = c n (1 − f)/f
  = c N_2 exp[−(E_c − E_F)/(k_B T)] exp[(E − E_F)/(k_B T)]
  = c N_2 exp[−(E_c − E)/(k_B T)].

The Fermi level has cancelled, so e is a property of the trap. Under bias, with a sweep slow enough for a steady state, capture again balances emission:

f/(1 − f) = c n/e = exp[(E_Fn − E)/(k_B T)].

The occupation is a Fermi function with E_Fn in place of E_F. A trap with an additional level degeneracy would have its effective energy shifted by a constant amount. For a uniform trap density this adds a constant to the trapped charge, apart from effects at the band edges.

### 5. Trapped charge

Measure trap energy E from local midgap, so that the traps extend from −qB to qB and the quasi-Fermi level is at qu. Count trapped electrons from half filling:

n_t = D_it { ∫ from −qB to qB of dE/[1 + exp((E − qu)/(k_B T))] − qB }.

Another reference filling, such as one appropriate to a different division between donor and acceptor traps, changes n_t by a constant and acts like fixed charge.

An antiderivative of the Fermi function is −k_B T ln{1 + exp[−(E − qu)/(k_B T)]}. Evaluating it at the limits gives

integral = k_B T ln{1 + exp[(B + u)/φ]} − k_B T ln{1 + exp[−(B − u)/φ]}.

The first logarithm has a large argument. Taking out its exponential factor,

k_B T ln{1 + exp[(B + u)/φ]} = q(B + u) + k_B T ln{1 + exp[−(B + u)/φ]}.

After subtraction of qB and multiplication by q D_it, the trapped charge is

q n_t = C_it { u + φ ln[1 + exp(−(B + u)/φ)] − φ ln[1 + exp(−(B − u)/φ)] }.

The two logarithms are exponentially small when the quasi-Fermi level is several k_B T from both band edges. In that regime

q n_t ≈ C_it u.   (3)

The thermal width of the Fermi function has dropped out. When the quasi-Fermi level rises by q δu, the whole occupation curve moves through a uniform set of levels, and D_it q δu additional traps are filled whatever the width of the curve.

### 6. The capacitive divider

In deep subthreshold the mobile charge is negligible in equation (1), although it carries the current. Insert equation (3) and ψ = u + V:

C_ox (V_G − V − u) + q N_fix = C_it u.

Collecting the terms in u,

(C_ox + C_it) u = C_ox (V_G − V) + q N_fix.

Divide by C_ox and define

m = 1 + C_it/C_ox.

The result is

u = (V_G − V + q N_fix/C_ox)/m.   (4)

Positive fixed charge acts as an addition q N_fix/C_ox to the gate voltage. From here on N_fix = 0 unless it is mentioned.

At fixed V, a gate step δV_G raises u by δV_G/m. The rest of the step appears across the dielectric, because the newly filled traps require more charge on the gate. From equation (2), d(ln n)/du = 1/φ, so at a fixed quasi-Fermi voltage

dV_G/d(ln n) = (dV_G/du) [du/d(ln n)] = mφ.   (5)

### 7. The charge of the mobile electrons

The neglected mobile charge sets the upper end of the subthreshold range, provided q² D_2 is much larger than C_ox + C_it. The charge then matters while n is still far below N_2. Otherwise degeneracy and the band-edge trap term set in at similar densities. In the example below q² D_2 is about 67 µF/cm². Keep it in the balance:

C_ox (V_G − V − u) = C_it u + q n(u).

Differentiate at fixed V. Since dn/du = n/φ in the Boltzmann regime of equation (2),

C_ox dV_G = (C_ox + C_it + q n/φ) du,

dV_G/du = m + q n/(φ C_ox).   (6)

The term q n/φ is the capacitance of the mobile electrons. It grows in proportion to the density, and it can be neglected when

n ≪ φ (C_ox + C_it)/q.   (7)

The ratio of the two sides of (7) is the relative increase of dV_G/du caused by mobile electrons.

### 8. Worked example: electrostatics

The example uses round model parameters and does not represent a particular material. The temperature is 300 K, so φ = 25.852 mV. The gap is 1.8 eV, giving B = 0.9 V. The mass is half the free-electron mass, with two valleys, and N_2 = 1.080×10¹³ cm⁻². The dielectric is 10 nm thick with relative permittivity 20. The trap density is 5×10¹² cm⁻² eV⁻¹. The capacitances are

C_ox = 1.7708 µF/cm²,

C_it = 0.8011 µF/cm²,

and therefore

m = 1 + 0.8011/1.7708 = 1.4524.

At V_G = 0.7 V, equation (4) gives at the source

u = 0.7 V/1.4524 = 0.482 V.

This agrees with the numerical solution of the full charge balance, 0.4820 V. The quasi-Fermi level is 0.9 − 0.482 = 0.418 V below the band edge in voltage units, about 16 times φ. The source density is 1.025×10⁶ cm⁻², so

n/N_2 = 1.025×10⁶/(1.080×10¹³) = 9.5×10⁻⁸.

This ratio is also the exponential that controls the trap-edge term near the conduction band. Both approximations, the Boltzmann density and the linear trapped charge, are well justified here. The density amounts to about 0.01 electron per square micrometre. It is to be read as a thermal average, not as a count at one instant.

The value also belongs to the model of smooth charge. Equation (3) gives 2.4×10¹² trapped electrons per cm² beyond half filling, which corresponds to a mean spacing of about 6 nm. Such discrete charges can make the potential vary in the plane by more than φ. Because the density depends exponentially on the local potential, its mean is then larger than the density at the mean potential. The enhancement grows with the trapped charge and hence with gate voltage, so it can change the slope as well as the value. A rough estimate with uncorrelated charges about 1 nm from the sheet gives a potential spread of 60 to 75 mV and changes the gate voltage per decade of mean density by about 10%. The swings quoted for this example are therefore values of the smooth-charge model too.

For a 1% increase of dV_G/du, condition (7) gives

n = 0.01 × 0.025852 V × (1.7708 + 0.8011) µF/cm² / q = 4.15×10⁹ cm⁻².

At V_G = 0.7 V the density is about four thousand times smaller.

## Second half: the current and its swing

### 9. Symbols and results carried over

The potential ψ describes the position of midgap, V is the electron quasi-Fermi voltage, and u = ψ − V. V runs from 0 at the source to V_D at the drain. The thermal voltage is φ, half the gap in volts is B, and C_ox and C_it are the gate and trap capacitances per area. With m = 1 + C_it/C_ox, the first half gave, for negligible mobile charge and no fixed charge,

u = (V_G − V)/m,

n = N_2 exp[(u − B)/φ].

When the mobile charge is retained, dV_G/du at fixed V is m + q n/(φ C_ox). In the example m = 1.4524 and φ = 25.852 mV. The subscripts S and D on n denote the source and drain ends of the channel.

### 10. From drift and diffusion to one integral

Electrons drift toward higher potential and diffuse toward lower density. With constant mobility μ and diffusion coefficient D, their particle flux toward the drain, per width, is

Γ = μ n dψ/dx − D dn/dx.

For Boltzmann statistics the Einstein relation is D = μφ. Differentiating the density gives

φ dn/dx = n du/dx = n (dψ/dx − dV/dx).

Insert this in the flux:

Γ = μ n dψ/dx − μ n dψ/dx + μ n dV/dx = μ n dV/dx.

The potential gradient has cancelled, leaving the gradient of the quasi-Fermi voltage as the driving term.

In the steady state the traps capture as many electrons as they emit, so Γ is the same at every x. The magnitude of the drain current is I = qWΓ. Integrating Γ dx along the channel,

Γ L = μ ∫₀^{V_D} n dV,

I = μ (W/L) q ∫₀^{V_D} n dV.   (8)

The charge balance now gives the electron density at each gate voltage, and equation (8) gives the drain current as an integral of that density over the quasi-Fermi voltage. It remains to evaluate the integral, derive the swing from it and examine the conditions under which the result holds.

Numerical values quoted here were computed with a short program.
